# Energy gain and Curie temperature of double exchange at half doping

**Question.** Carriers hop between magnetic ions whose core spins act on them through a strong Hund coupling. At half doping there is one carrier for every two sites. How much energy does the system gain when the core spins align, what fraction of the hopping $t$ is the resulting Curie temperature, and how do both scale with the parameters?

**Answer.**

## The model and the reduced hopping

Take a simple cubic lattice with one mobile orbital per site and nearest-neighbour hopping amplitude $-t$, with $t>0$. The core spins are classical unit vectors $\mathbf S_i$. A carrier on site $i$ has energy $-\Delta/2$ if its spin is parallel to $\mathbf S_i$ and $+\Delta/2$ if antiparallel. Let $\Delta\gg t$ at first, so that only parallel states are kept.

If $\mathbf S_i$ has polar angles $(\vartheta_i,\varphi_i)$, the parallel state is the spinor

$$\chi_i=\begin{pmatrix}\cos(\vartheta_i/2)\\ e^{i\varphi_i}\sin(\vartheta_i/2)\end{pmatrix}.$$

Hopping conserves spin, so the amplitude between the parallel states of neighbours is $-t\langle\chi_i|\chi_j\rangle$. The projector on $\chi_j$ is $(1+\boldsymbol\sigma\cdot\mathbf S_j)/2$, and $\langle\chi_i|\boldsymbol\sigma|\chi_i\rangle=\mathbf S_i$. Hence

$$|\langle\chi_i|\chi_j\rangle|^2=\frac{1+\mathbf S_i\cdot\mathbf S_j}{2}=\frac{1+\cos\theta}{2}=\cos^2\frac{\theta}{2},$$

where $\theta$ is the angle between the two core spins. The modulus of the hopping is $t\cos(\theta/2)$: full for parallel spins, zero for antiparallel ones. The overlap also carries a phase, which the simple estimate ignores.

For independent random spins, $\theta$ has probability density $\tfrac12\sin\theta$. Put $u=\cos(\theta/2)$. Then $du=-\tfrac12\sin(\theta/2)\,d\theta$, and

$$\tfrac12\sin\theta\,d\theta=\sin\frac\theta2\cos\frac\theta2\,d\theta=-2u\,du.$$

As $\theta$ runs from 0 to $\pi$, $u$ runs from 1 to 0, so

$$\left\langle\cos\frac\theta2\right\rangle=\int_0^1 u\cdot 2u\,du=\frac23 .$$

Complete spin disorder therefore removes only a third of the mean hopping modulus.

## The energy gain

With all core spins parallel, the carriers form a spinless band

$$\varepsilon_{\mathbf k}=-2t(\cos k_x+\cos k_y+\cos k_z),$$

with the lattice constant set to one. Shifting every $k$ component by $\pi$ reverses the sign of $\varepsilon_{\mathbf k}$. The band is thus symmetric about zero, and half filling occupies the negative levels. Since $\langle\varepsilon\rangle=0$, these contribute half of $-\langle|\varepsilon|\rangle$, and the energy per site is

$$E_F=-\tfrac12\langle|\varepsilon_{\mathbf k}|\rangle .$$

To evaluate it, use $|\varepsilon|=(2/\pi)\int_0^\infty[1-\cos(\varepsilon\tau)]\,\tau^{-2}d\tau$. The average of $e^{2it\tau\cos k}$ over $k$ is the Bessel function $J_0(2t\tau)$, and the three directions are independent, so

$$E_F=-\frac1\pi\int_0^\infty\frac{1-J_0(2t\tau)^3}{\tau^2}\,d\tau=-1.002\,t .$$

A direct sum over $\mathbf k$ gives the same value.

Now replace every hopping in the disordered state by its mean modulus $2t/3$. Multiplying all hoppings by one factor multiplies all levels by that factor, so the disordered energy is $E_P=\tfrac23E_F=-0.668\,t$. The gain per site is

$$G=E_P-E_F=\tfrac13|E_F|=0.334\,t .$$

This is an energy difference between complete order and complete disorder. It is not yet a temperature.

## From the gain to a mean-field temperature

The simplest conversion uses a Heisenberg model with energy $-J\,\mathbf S_i\cdot\mathbf S_j$ per bond. There are three bonds per site. Order has energy $-3J$, random spins have mean energy zero, and matching the difference gives $J=G/3$.

In mean field each spin feels its six neighbours as a field $6Jm$, where $m$ is the magnetization per unit spin. A classical spin responds as $m=L(6Jm/kT)$, with the Langevin function $L(y)=\coth y-1/y\simeq y/3$ for small $y$. A nonzero solution first appears when $1=2J/kT$:

$$kT_c^{\rm MF}=2J=\tfrac23G=\tfrac29|E_F|=0.223\,t .$$

Matching the end points ignores the shape of the energy between them. To include it while still replacing every hopping by its mean modulus, use the energy $E_F\langle\cos(\theta/2)\rangle$ at partial order and expand $\cos(\theta/2)$ in Legendre polynomials $P_l(\cos\theta)$. For independent spins distributed symmetrically about one axis, the addition theorem gives $\langle P_l(\cos\theta)\rangle=\langle P_l\rangle_1^2$, where the right side is the square of a single-spin average. For $l=1$ this is $m^2$. Its coefficient is

$$\frac32\int_0^\pi\cos\frac\theta2\cos\theta\sin\theta\,d\theta
=3\int_0^1u(2u^2-1)\,2u\,du=6\left(\frac25-\frac13\right)=\frac25 .$$

The entropy follows from the trial distribution $p\propto e^{h\cos\vartheta}$, for which $m\simeq h/3$. Relative to random spins,

$$\frac{S}{k}=\ln\frac{\sinh h}{h}-hm\simeq\frac{h^2}{6}-\frac{h^2}{3}=-\frac{h^2}{6}=-\frac32m^2 .$$

The second polynomial enters at order $m^4$, because its single-spin average is of order $m^2$. The free energy per site is therefore

$$F=-|E_F|\left(\frac23+\frac25m^2\right)+\frac32kTm^2+O(m^4).$$

The coefficient of $m^2$ vanishes at

$$kT_c^{\rm MF}=\frac{4}{15}|E_F|=0.267\,t .$$

This is 6/5 of the first value, because in this approximation the initial slope of the energy gain in $m^2$, in units of $|E_F|$, is $2/5$, while the average slope between disorder and order is $1/3$. A minimization with the full distribution, over $h$ from 0.3 to 10, tested both results: order lowered the free energy at 0.95 of each $T_c$ and raised it at 1.05.

With the mean hopping modulus, mean field thus puts $kT_c$ between a fifth and somewhat over a quarter of $t$, well above a tenth.

## The effect of fluctuations

Mean field places each spin in an average field and so neglects correlations between the fluctuations of different spins. An approximate correction keeps all the Fourier modes $\mathbf S_{\mathbf k}$ but imposes $|\mathbf S_i|^2=1$ only on average. The Heisenberg energy is

$$H=-\tfrac12\sum_{\mathbf k}J_{\mathbf k}|\mathbf S_{\mathbf k}|^2,\qquad J_{\mathbf k}=2J(\cos k_x+\cos k_y+\cos k_z).$$

Adding $\tfrac12\lambda\sum_{\mathbf k}|\mathbf S_{\mathbf k}|^2$ to enforce the average length makes each mode Gaussian. Each of its three components has mean square $kT/(\lambda-J_{\mathbf k})$, so the length condition reads

$$1=\frac1N\sum_{\mathbf k}\frac{3kT}{\lambda-J_{\mathbf k}} .$$

On cooling, $\lambda$ falls until it reaches the largest coupling, $J_0=6J$. The uniform mode then becomes unstable. At that point

$$1=\frac{3kT_c}{6J}W,\qquad W=\left\langle\frac{1}{1-\frac13(\cos k_x+\cos k_y+\cos k_z)}\right\rangle=1.516,$$

and therefore

$$kT_c=\frac{2J}{W}=\frac{2G}{3W}=\frac{2|E_F|}{9W}=0.147\,t .$$

The same division by $W$ turns the second mean-field value into $0.176\,t$.

A simulation of 512 classical Heisenberg spins tested the direction of this correction. At $kT=1.75J$ mean field predicts $m^2=0.194$, while the simulation gave 0.023. At $1.2J$ it gave 0.361. The approximate transition at $2J/W=1.32J$ lies between these temperatures. The transition of the classical Heisenberg model on this lattice is at about $1.44J$, so division by $W$ overcorrects: it places the Heisenberg transition about 9% too low, and every value divided by $W$ here carries that error.

## How good is the factor two thirds?

Real random spins give hoppings that vary in modulus and phase from bond to bond. Diagonalizing 512-site clusters with random spins gave a disordered energy of 0.714 of the ferromagnetic one, instead of 0.667. The gain falls to $0.286\,t$, and $kT_c$ with fluctuations to $0.126\,t$. Relative to the diagonalized gain, the simple estimate is 17% too large. These figures come from six random configurations and their last digit is not secure: other samples on 216 to 1000 sites give a ratio near 0.72, a gain near $0.280\,t$, $kT_c\approx0.123\,t$ and an excess of 19 to 20%.

The second moment of the spectrum makes this ratio plausible. It equals the sum of squared hopping moduli from one site, which is $6t^2$ for aligned spins and $6t^2\langle\cos^2(\theta/2)\rangle=3t^2$ for random ones. If the density of states kept its shape, all energies would scale by $1/\sqrt2=0.707$.

The double-exchange model was also simulated directly on 64 sites, with the electron levels recomputed at every spin move. The mean $m^2$ was 0.618 at $kT=0.08\,t$, 0.133 at $0.16\,t$ and 0.047 at $0.28\,t$; independent spins would give 0.016. So small a cluster has no sharp transition. The loss of order is consistent with the estimates but does not fix $T_c$ to better than this range.

In the ideal model the three estimates with fluctuations span about $0.12\,t$ to $0.18\,t$. They put the Curie temperature at roughly an eighth to a sixth of the hopping, but this spread is not a bound. The highest value is the least secure, because its slope in $m^2$ comes from the mean modulus alone and ignores the phases and the bond-to-bond variation of the hopping. Diagonalizing partly ordered independent spins, at $m^2$ of 0.1 to 0.2, gives a slope of about $0.27\,t$ in place of $\tfrac25|E_F|=0.40\,t$. This is no larger than the average slope, so the factor 6/5 does not survive; the same steps then give $0.18\,t$ in mean field and $0.12\,t$ after division by $W$.

## How the result scales

For $\Delta\to\infty$ and no other couplings, $t$ is the sole energy scale, so $G$ and $kT_c$ are both proportional to $t$.

The dependence on band filling $n$ enters through $E_F(n)$. Because $dE_F/dn$ is the chemical potential, which is negative below half filling and positive above it, $|E_F|$ is largest at $n=1/2$. Within the two-thirds scaling, half doping is therefore the most favourable filling. For few carriers each sits near the band bottom at $-6t$, so to leading order

$$E_F\simeq-6tn,\qquad G\simeq2tn,\qquad kT_c\simeq\frac{4tn}{3W}=0.88\,nt .$$

Extended to $n=1/2$, this line would give $0.44\,t$, three times the band result, because it ignores the filling of higher levels. The uniform scaling was not tested at low filling, where a carrier might instead align only the spins around it.

A finite $\Delta$ weakens the effect. A carrier can hop virtually into the antiparallel state of a neighbour with amplitude of modulus $t\sin(\theta/2)$ and return, lowering its energy by $t^2\sin^2(\theta/2)/\Delta$. This vanishes for aligned spins. For random spins $\langle\sin^2(\theta/2)\rangle=1/2$; with six neighbours and half a carrier per site, disorder gains

$$\frac12\cdot6\cdot\frac12\cdot\frac{t^2}{\Delta}=\frac{3t^2}{2\Delta}$$

per site. Processes that end on a third site add nothing at this order: they link two sites of the same sublattice, and at half filling the correlation $\langle c_i^\dagger c_j\rangle$ between two different sites of one sublattice vanishes. An antiferromagnetic core coupling $+J_{\rm AF}\mathbf S_i\cdot\mathbf S_j$ costs the ordered state a further $3J_{\rm AF}$. Together, with the diagonalized gain,

$$kT_c\simeq\frac{2}{3W}\left(0.286\,t-\frac{3t^2}{2\Delta}-3J_{\rm AF}\right).$$

At fixed $\Delta$ the slope of this expression against $t$ falls as $t$ grows. The expression peaks where $0.286=3t/\Delta$, at $t\simeq0.1\,\Delta$. There the second term is already half the first, so the expression shows that the growth with $t$ slows, but does not reliably locate where it ends.

## Numbers for a manganite-like metal

Take round values: $t=0.20$ eV and $\Delta=3.0$ eV, in the rough regime of metallic perovskite manganites, and a weak core coupling $J_{\rm AF}=2.0$ meV. Without carriers this coupling would give a mean-field Néel temperature of $2J_{\rm AF}/k=46$ K, whereas CaMnO$_3$, which has no $e_g$ carriers, orders antiferromagnetically above 100 K. The coupling in real manganites is therefore probably stronger, which would lower the corrected Curie temperature below further. The ideal estimate is

$$G=0.334\times200\ \text{meV}=66.8\ \text{meV},$$

$$kT_c=\frac{2\times66.8}{3\times1.516}\ \text{meV}=29.4\ \text{meV},\qquad T_c=341\ \text{K}.$$

Mean field alone would give 517 K. Using the diagonalized random-spin energy gives 292 K, or about 285 K with the ratio 0.72.

The corrections are large. On 216-site clusters with the same random spins, reducing $\Delta$ from infinity to $15\,t$ lowered the gain from $0.278\,t$ to $0.183\,t$. The drop of $0.094\,t$ is close to the second-order value $3t/(2\times15)=0.10\,t$. Subtracting the core coupling leaves

$$0.1834\times200-3\times2.0=30.7\ \text{meV},$$

which corresponds to $T_c=156$ K, or $kT_c=0.067\,t$. On 512 sites the gain at $\Delta=15\,t$ is $0.187\,t$ and $T_c=160$ K, so this value is uncertain by a few kelvin from cluster size and sampling alone. Within this model the corrections thus carry the ratio from above a tenth to below it. The model has no on-site Coulomb repulsion; in a real oxide it raises the cost of a virtual hop onto an occupied site, so the finite-$\Delta$ correction found here does not transfer directly.

Other omissions act in different directions:

- Two $e_g$ orbitals sharing half an electron per site, with $t$ now the largest orbital hopping and held at 0.20 eV, give a band energy of $-1.113\,t$. The ideal estimate rises from 341 K to 378 K.
- For quantum core spins of 3/2, the two-site average hopping factor is 0.75 instead of 2/3. Used in the same scaling, it cuts the gain by a quarter. The entropy of quantum spins also differs, so this alone does not give a new $T_c$.
- With the electrons heated to $kT=0.147\,t$, the energy gain of $0.334\,t$ is replaced by a free-energy gain of $0.332\,t$, a negligible change here.

Metallic manganites have Curie temperatures of very roughly 200 to 400 K. The ideal 341 K falls in that range, but this is weak support for the model: the corrected value is less than half as large, and the ideal value is proportional to a hopping that was only chosen as a round number. The rigid lattice is a further assumption that can fail. A distortion energy of roughly 0.25 eV per carrier is 0.62 of the ferromagnetic band energy per carrier, 0.40 eV, and 0.94 of the disordered one in the two-thirds scaling, 0.27 eV. With the diagonalized ratio 0.714 the disordered band energy is 0.29 eV and the fraction 0.87; a finite $\Delta$ increases the size of that energy, to 0.33 eV at $\Delta=15\,t$, and lowers the fraction to 0.77. Carriers may then localize as the spins disorder, and a calculation with extended band states loses its basis; how far this moves $T_c$ is not determined here. Charge order and antiferromagnetic order can also compete at half doping. A positive gain over random spins does not exclude them.

The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
mean cos(theta/2), random spins: 0.6667
coefficient of m^2 in mean cos(theta/2): 0.4000
ferromagnetic band energy per site, k sum: -1.0024 t
same, Bessel integral: -1.0024 t
paramagnetic energy with 2/3 scaling: -0.6683 t
energy gain per site G: 0.3341 t
random-spin energy ratio by diagonalization (512 sites): 0.7143
gain per site with that ratio: 0.2864 t
mean-field kTc from the gain: 0.2228 t
mean-field kTc from the angular law: 0.2673 t
Watson integral W: 1.5164
kTc from the gain, with fluctuations: 0.1469 t
kTc from the angular law, with fluctuations: 0.1763 t
kTc from diagonalized random spins, with fluctuations: 0.1259 t
Heisenberg spherical kTc: 1.3189 J (mean field: 2 J)
Heisenberg simulation (512 sites), m^2 at kT=1.2 J: 0.361
Heisenberg simulation (512 sites), m^2 at kT=1.75 J: 0.023
mean-field m^2 at kT=1.75 J: 0.194
double-exchange simulation (64 sites), m^2 at kT=0.08 t: 0.618
double-exchange simulation (64 sites), m^2 at kT=0.16 t: 0.133
double-exchange simulation (64 sites), m^2 at kT=0.28 t: 0.047
m^2 of 64 independent spins: 0.0156
example: hopping t = 0.20 eV
example: Hund splitting = 3.0 eV = 15.0 t
example: core antiferromagnetic coupling = 2.0 meV per bond
example: lattice-distortion energy = 0.25 eV per carrier
example: ferromagnetic band energy = -200.5 meV per site
example: energy gain = 66.8 meV per site
example: mean-field Tc from the gain = 517 K
example: kTc with fluctuations = 29.4 meV
example: Tc with fluctuations = 341 K
example: one tenth of t as a temperature = 232 K
example: Tc from diagonalized random spins = 292 K
gain, infinite Hund splitting (216 sites): 0.2777 t
gain, finite Hund splitting (216 sites): 0.1834 t
Tc with finite Hund splitting = 187 K
gain lost to core coupling = 6.0 meV per site
gain after both corrections = 30.7 meV per site
Tc after both corrections = 156 K
kTc after both corrections = 0.0674 t
two-site mean hopping factor, quantum core spin 3/2: 0.7500
two-orbital e_g band energy per site: -1.1126 t
Tc with the e_g band energy and 2/3 scaling = 378 K
free-energy gain with electrons at Tc: 0.3316 t
band energy per carrier, ferromagnet: 0.401 eV
band energy per carrier, 2/3 scaling: 0.267 eV
distortion/band energy, ferromagnet: 0.62
distortion/band energy, random: 0.94
```
